# Overtone and Combination Intensities in Classical, Centroid, Ring-Polymer and Matsubara Dynamics: test program

```python
"""Overtone and combination intensities in approximate quantum dynamics.

Result under test: for weak cubic anharmonicity the Kubo-transformed dipole
correlation function has an overtone line whose weight is the classical weight
times R = (x/2) coth(x/2), x = beta*hbar*omega. Centroid and ring-polymer
dynamics give the classical weight; Matsubara dynamics gives the factor as a
sum over modes k = -M..M. Sum and difference bands have analogous factors.

Symbols (reduced units hbar = mass = 1): beta inverse temperature, g cubic
constant of g*q^3, b quadratic dipole constant (mu = q + b*q^2), G coupling
constant of G*q1^2*q2, wk = 2*pi*k/beta Matsubara frequency. A line weight A
is the coefficient of A*cos(Omega*t) in the correlation function.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

rng = np.random.default_rng(7)


def overtone_factor(x):
    return 0.5 * x / np.tanh(0.5 * x)


def band_factor(x1, x2, sign):
    """sign=+1: sum band; sign=-1: difference band."""
    return (x1 * x2 / (x1 + sign * x2)
            * 0.5 * (1 / np.tanh(x2 / 2) + sign / np.tanh(x1 / 2)))


def mode_sum(x1, x2, sign, M):
    y2 = (2 * np.pi * np.arange(-M, M + 1)) ** 2
    return np.sum(x1 * x2 * (x1 * x2 + sign * y2)
                  / ((x1**2 + y2) * (x2**2 + y2)))


# ---------- quantum line weights by diagonalization ----------
def position(n, w):
    off = np.sqrt(np.arange(1, n) / (2 * w))
    return np.diag(off, 1) + np.diag(off, -1)


def kubo_weight(E, mu, beta, centre, half_width):
    pop = np.exp(-beta * (E - E[0]))
    pop /= pop.sum()
    gap = E[None, :] - E[:, None]
    n, m = np.where(np.abs(gap - centre) < half_width)
    return 2 * np.sum(mu[n, m]**2 * (pop[n] - pop[m]) / (beta * gap[n, m]))


# ---------- classical line weights from numerical periodic orbits ----------
def classical_weights(V, b, beta):
    dV = V.deriv()
    qmin = brentq(dV, -0.5, 0.5)
    nodes, weights = np.polynomial.laguerre.laggauss(6)
    norm, lines = 0.0, np.zeros(2)
    for y, wt in zip(nodes, weights):
        E = V(qmin) + y / beta
        right = brentq(lambda q: V(q) - E, qmin,
                       qmin + 1.5 * np.sqrt(2 * y / beta))

        def turn(t, s):
            return s[1]
        turn.terminal, turn.direction = True, 1
        sol = solve_ivp(lambda t, s: [s[1], -dV(s[0])], (0, 10), [right, 0.0],
                        method="DOP853", rtol=1e-10, atol=1e-12,
                        events=turn, dense_output=True)
        half = sol.t_events[0][0]
        u = np.linspace(0, 1, 201)
        q = sol.sol(u * half)[0]
        mu = q + b * q**2
        trap = np.full(201, 1 / 200)
        trap[[0, -1]] /= 2
        c = np.array([np.sum(trap * mu * np.cos(n * np.pi * u))
                      for n in (1, 2)])
        norm += wt * half
        lines += wt * half * 2 * c**2
    return lines / norm


g, b = 0.01, 0.005
quartic = g**2          # second-order term that keeps the well convex
V = Polynomial([0, 0, 0.5, g, quartic])
nb = 60
q = position(nb, 1.0)
H = (np.diag(np.arange(nb) + 0.5) + g * q @ q @ q + quartic * q @ q @ q @ q)
E, U = np.linalg.eigh(H)
mu_q = U.T @ (q + b * q @ q) @ U
print(f"Model: omega=1, g={g}, b={b} (reduced units)")
for beta in (2.0, 5.0, 8.0):
    fund_q = kubo_weight(E, mu_q, beta, 1.0, 0.2)
    over_q = kubo_weight(E, mu_q, beta, 2.0, 0.2)
    fund_c, over_c = classical_weights(V, b, beta)
    assert abs(fund_q / fund_c - 1) < 0.01
    # remaining deviations are second order in the anharmonicity
    assert abs(over_c / ((g + b)**2 / beta**2) - 1) < 0.02
    assert abs(over_q / over_c / overtone_factor(beta) - 1) < 0.02
    print(f"x={beta:.0f}: fundamental quantum/classical {fund_q/fund_c:.4f}")
    print(f"  overtone weight quantum {over_q:.4e}, classical {over_c:.4e}")
    print(f"  ratio {over_q/over_c:.4f}, formula {overtone_factor(beta):.4f}")

# ---------- centroid dynamics on the numerically exact centroid potential ----
beta = 8.0
eta = 0.6 * np.arange(-40, 41)
char = np.array([np.sum(np.exp(-beta * np.linalg.eigvals(H + 1j * e * q / beta)))
                 for e in eta])
Qgrid = np.linspace(-2.0, 2.0, 41)
density = (np.exp(1j * np.outer(Qgrid, eta)) @ char).real
assert density.min() > 0
Vc = Polynomial.fit(Qgrid, -np.log(density / density.max()) / beta, 4).convert()
fund_cmd, over_cmd = classical_weights(Vc, b, beta)
assert abs(Vc.coef[3] / g - 1) < 0.02
assert abs(over_cmd / over_c - 1) < 0.02
print(f"Centroid potential at x=8: cubic constant {Vc.coef[3]:.5f}")
print(f"  centroid/classical overtone weight {over_cmd/over_c:.4f}")


# ---------- ring-polymer and Matsubara trajectories ----------
def path_matrix(M):
    n = 4 * M + 1       # enough points for exact averages of cubic terms
    tau = 2 * np.pi * np.arange(n) / n
    cols = [np.ones(n) if k == 0 else
            np.sqrt(2) * (np.sin(k * tau) if k > 0 else np.cos(k * tau))
            for k in range(-M, M + 1)]
    return np.array(cols).T


def sample(w, beta, M, size):
    """Positions, real momenta, and momenta on the shifted Matsubara contour."""
    wk = 2 * np.pi * np.arange(-M, M + 1) / beta
    Q = rng.normal(size=(size, 2 * M + 1)) / np.sqrt(beta * (w**2 + wk**2))
    P = rng.normal(size=(size, 2 * M + 1)) / np.sqrt(beta)
    return Q, P, P + 1j * wk * Q[:, ::-1]


def propagate(Q, P, freq, force, observe, periods):
    """Exact harmonic rotation between half kicks of the anharmonic force."""
    dt = 2 * np.pi / 64
    c, s = np.cos(freq * dt), np.sin(freq * dt)
    signal = []
    F = force(Q)
    for _ in range(64 * periods):
        signal.append(observe(Q))
        P = P + 0.5 * dt * F
        Q, P = Q * c + P * s / freq, P * c - Q * s * freq
        F = force(Q)
        P = P + 0.5 * dt * F
    return np.array(signal)


def project(signal, w):
    n = len(signal)
    window = np.sin(np.pi * np.arange(n) / n)**4
    phase = np.exp(1j * w * 2 * np.pi / 64 * np.arange(n))
    return (window * phase) @ signal / window.sum()


def deviation(found, predicted):
    return np.linalg.norm(found - predicted) / np.linalg.norm(predicted)


gs, bs, M = 0.001, 0.0005, 2
T = path_matrix(M)


def force_1d(Q):
    return -3 * gs * (Q @ T.T)**2 @ T / len(T)


def dipole_1d(Q):
    path = Q @ T.T
    return np.mean(path + bs * path**2, axis=1)


Q, P, Pm = sample(1.0, beta, M, 300)
wk = 2 * np.pi * np.arange(-M, M + 1) / beta
ring = np.sqrt(1 + wk**2)
sig = propagate(Q, P, ring, force_1d, dipole_1d, 20)
a0 = Q[:, M] + 1j * P[:, M]
dev_ring = deviation(project(sig, 2.0), (gs + bs) * a0**2 / 4)
W1 = ring[M + 1]
side = [M - 1, M + 1]
a1 = Q[:, side] + 1j * P[:, side] / W1
dev_side = deviation(project(sig, 2 * W1),
                     (bs + 3 * gs / (4 * W1**2 - 1)) * np.sum(a1**2, 1) / 4)
sig = propagate(Q, Pm, np.ones(2 * M + 1), force_1d, dipole_1d, 10)
dev_mats = max(deviation(project(sig, 2.0 * s),
                         (gs + bs) * np.sum((Q + 1j * s * Pm)**2, 1) / 4)
               for s in (1, -1))
# trajectories carry first-order corrections to their harmonic amplitudes
assert max(dev_ring, dev_side, dev_mats) < 0.03
print(f"Trajectories at x=8, modes |k|<={M}, g={gs}, b={bs}:")
print(f"  ring polymer: line at 2.000 set by centroid alone, dev {dev_ring:.4f}")
print(f"  ring polymer: k=1 modes appear at {2*W1:.4f}, dev {dev_side:.4f}")
print(f"  Matsubara: line at 2.000 set by all modes, dev {dev_mats:.4f}")
spurious = 2 / W1**4 * (3 / (4 * W1**2 - 1))**2
print(f"  displaced k=1 line / classical overtone (b=0): {spurious:.4f}")

Q, P, Pm = sample(1.0, beta, M, 400000)
prod = (np.sum((Q + 1j * Pm)**2, 1) * np.sum((Q - 1j * Pm)**2, 1)).real
prod *= beta**2 / 8
err = prod.std() / np.sqrt(len(prod))
R_M = mode_sum(beta, beta, 1, M)
assert err < 0.05 and abs(prod.mean() - R_M) < 5 * err
print(f"  Matsubara overtone factor {prod.mean():.3f} +- {err:.3f}, "
      f"sum {R_M:.4f}")

# ---------- two coupled modes: sum and difference bands ----------
w1, w2, G = 1.0, 0.6, 0.001
for Mc in (0, M):       # Mc = 0 is classical dynamics
    Tc = path_matrix(Mc)
    L = 2 * Mc + 1

    def force_2d(Z):
        p1, p2 = Z[:, :L] @ Tc.T, Z[:, L:] @ Tc.T
        return np.hstack([-2 * G * (p1 * p2) @ Tc, -G * p1**2 @ Tc]) / len(Tc)

    Q1, _, P1 = sample(w1, beta, Mc, 300)
    Q2, _, P2 = sample(w2, beta, Mc, 300)
    sig = propagate(np.hstack([Q1, Q2]), np.hstack([P1, P2]),
                    np.repeat([w1, w2], L), force_2d, lambda Z: Z[:, Mc], 10)
    for sign in (1, -1):
        W = w1 + sign * w2
        kappa = 2 * G / (W**2 - w1**2)
        S = np.sum((Q1 + 1j * P1 / w1) * (Q2 + 1j * sign * P2 / w2), 1)
        assert deviation(project(sig, W), kappa * S / 4) < 0.03

Q1, _, P1 = sample(w1, beta, M, 400000)
Q2, _, P2 = sample(w2, beta, M, 400000)
Gq, nc = 0.01, 18
q1 = np.kron(position(nc, w1), np.eye(nc))
q2 = np.kron(np.eye(nc), position(nc, w2))
level = np.arange(nc) + 0.5
H2 = np.diag(np.add.outer(w1 * level, w2 * level).ravel()) + Gq * q1 @ q1 @ q2
E2, U2 = np.linalg.eigh(H2)
mu2 = U2.T @ q1 @ U2
print(f"Two modes: omega1={w1}, omega2={w2}, beta={beta:.0f}, G={Gq}")
for sign, name in ((1, "sum"), (-1, "difference")):
    W = w1 + sign * w2
    kappa = 2 * Gq / (W**2 - w1**2)
    A_cl = kappa**2 / (2 * beta**2 * w1**2 * w2**2)
    ratio = kubo_weight(E2, mu2, beta, W, 0.1) / A_cl
    R = band_factor(beta * w1, beta * w2, sign)
    assert abs(ratio / R - 1) < 0.03
    S = np.sum((Q1 + 1j * P1 / w1) * (Q2 + 1j * sign * P2 / w2), 1)
    Sbar = np.sum((Q1 - 1j * P1 / w1) * (Q2 - 1j * sign * P2 / w2), 1)
    prod = (S * Sbar).real * (beta * w1 * w2)**2 / 4
    err = prod.std() / np.sqrt(len(prod))
    R_M = mode_sum(beta * w1, beta * w2, sign, M)
    assert err < 0.05 and abs(prod.mean() - R_M) < 5 * err
    assert abs(mode_sum(beta * w1, beta * w2, sign, 200000) - R) < 1e-4
    print(f"  {name}: quantum/classical {ratio:.4f}, formula {R:.4f}")
    print(f"    Matsubara |k|<={M}: {prod.mean():.3f} +- {err:.3f}, "
          f"sum {R_M:.4f}")

# ---------- worked example with round wavenumbers ----------
print("Quantum/classical intensity factors, wavenumbers in cm^-1:")


def reduced(wavenumber, temperature):
    return sc.h * sc.c * 100 * wavenumber / (sc.k * temperature)


for temp in (150, 300, 600):
    xs = [reduced(v, temp) for v in (3500, 1600, 200)]
    print(f"T={temp} K: x(3500)={xs[0]:.3f}, x(1600)={xs[1]:.3f}, "
          f"x(200)={xs[2]:.3f}")
    print("  overtones of 3500, 1600, 200: "
          + ", ".join(f"{overtone_factor(x):.3f}" for x in xs))
    print(f"  sum 3500+1600: {band_factor(xs[0], xs[1], 1):.3f}; "
          f"difference 3500-1600: {band_factor(xs[0], xs[1], -1):.3e}")
x = reduced(3500, 300)
print("Matsubara partial sums, overtone of 3500 at 300 K:")
for modes in (0, 1, 5, 20, 100):
    part = mode_sum(x, x, 1, modes)
    print(f"  |k|<={modes}: {part:.3f} ({100*part/overtone_factor(x):.1f} %)")
tail = overtone_factor(x) - mode_sum(x, x, 1, 100)
assert abs(tail / (x**2 / (2 * np.pi**2 * 100)) - 1) < 0.02
assert abs((overtone_factor(0.1) - 1) / (0.1**2 / 12) - 1) < 0.01
print(f"  missing part at |k|<=100: {tail:.4f}, "
      f"estimate {x**2/(2*np.pi**2*100):.4f}")
print("OK")
```

Printed output:

```
Model: omega=1, g=0.01, b=0.005 (reduced units)
x=2: fundamental quantum/classical 1.0001
  overtone weight quantum 7.3959e-05, classical 5.6320e-05
  ratio 1.3132, formula 1.3130
x=5: fundamental quantum/classical 1.0001
  overtone weight quantum 2.2824e-05, classical 9.0045e-06
  ratio 2.5348, formula 2.5339
x=8: fundamental quantum/classical 1.0001
  overtone weight quantum 1.4083e-05, classical 3.5167e-06
  ratio 4.0046, formula 4.0027
Centroid potential at x=8: cubic constant 0.01000
  centroid/classical overtone weight 1.0005
Trajectories at x=8, modes |k|<=2, g=0.001, b=0.0005:
  ring polymer: line at 2.000 set by centroid alone, dev 0.0055
  ring polymer: k=1 modes appear at 2.5431, dev 0.0034
  Matsubara: line at 2.000 set by all modes, dev 0.0063
  displaced k=1 line / classical overtone (b=0): 0.2303
  Matsubara overtone factor 2.807 +- 0.009, sum 2.8138
Two modes: omega1=1.0, omega2=0.6, beta=8, G=0.01
  sum: quantum/classical 3.0306, formula 3.0259
    Matsubara |k|<=2: 2.306 +- 0.008, sum 2.3000
  difference: quantum/classical 0.0958, formula 0.0955
    Matsubara |k|<=2: 0.768 +- 0.007, sum 0.7586
Quantum/classical intensity factors, wavenumbers in cm^-1:
T=150 K: x(3500)=33.571, x(1600)=15.347, x(200)=1.918
  overtones of 3500, 1600, 200: 16.786, 7.673, 1.289
  sum 3500+1600: 10.532; difference 3500-1600: 6.113e-06
T=300 K: x(3500)=16.786, x(1600)=7.673, x(200)=0.959
  overtones of 3500, 1600, 200: 8.393, 3.840, 1.076
  sum 3500+1600: 5.269; difference 3500-1600: 6.575e-03
T=600 K: x(3500)=8.393, x(1600)=3.837, x(200)=0.480
  overtones of 3500, 1600, 200: 4.198, 2.003, 1.019
  sum 3500+1600: 2.692; difference 3500-1600: 1.542e-01
Matsubara partial sums, overtone of 3500 at 300 K:
  |k|<=0: 1.000 (11.9 %)
  |k|<=1: 2.754 (32.8 %)
  |k|<=5: 5.982 (71.3 %)
  |k|<=20: 7.701 (91.8 %)
  |k|<=100: 8.251 (98.3 %)
  missing part at |k|<=100: 0.1420, estimate 0.1427
OK
```
